Modified effective-range theory and the Ramsauer minimum of argon, part 1

(Sections cited here and not found follow in the second part.)

## First half: phase shifts in the field of an induced dipole

In a model calculation of an electron scattered by a free argon atom, the cross section is 24.3 a₀² at zero energy and 1.07 a₀² at 0.29 eV, about 23 times less. The scattering length in this model is −1.39 a₀. If the atom is not allowed to polarize, the scattering length is +1.50 a₀, and the s-wave phase shift has no zero up to 1.2 eV. The deep minimum, a Ramsauer minimum, therefore has to do with polarization, and the first thing to find is how polarization enters the phase shifts at low energy.

Hartree atomic units are used: lengths are in bohr, a₀, and the electron has wave number k and energy k²/2. At distance r the electron produces a field of strength 1/r² at the atom. An atom of dipole polarizability α acquires the dipole moment α/r², and its energy changes by −½α(1/r²)². For a closed-shell atom, which has no permanent moments, the potential at large distance is therefore

V(r) = −α/(2r⁴) + O(r⁻⁶).

Exchange with the atomic electrons and the penetration of the charge cloud fall off exponentially. They are taken to be confined to r < R, where the interaction may be nonlocal. With ψ = u(r)Y/r, where Y is a spherical harmonic, the radial equation outside R is

u″ + [k² − l(l+1)/r² − 2V]u = 0.

The phase shift δ_l is defined by u ∝ sin(kr − lπ/2 + δ_l) at large r. The scattering length A is defined by the s wave at zero energy, u → r − A, and it is assumed to be finite.

Take l = 0 first. The free solutions s = sin(kr)/k and c = cos(kr) satisfy s′c − sc′ = 1. Outside R, write the true solution as a free one with coefficients that vary with r:

u = N(s − ac),  u′ = N(s′ − ac′).

These two conditions define N(r) and a(r). Combining them gives

cu′ − c′u = N,  su′ − s′u = Na.

Differentiate both. The products of first derivatives cancel. Since u″ = (2V − k²)u, c″ = −k²c and s″ = −k²s, the terms in k² cancel as well, leaving

N′ = 2Vcu,  (Na)′ = 2Vsu.

Hence Na′ = (Na)′ − aN′ = 2Vu(s − ac) = 2VN(s − ac)², and

a′ = 2V[sin(kr)/k − a cos(kr)]².     (1)

The function a(r) is a running scattering length: the value that would be found if the potential were cut off at r. Far away it tends to a constant A(k). There u ∝ sin(kr) − kA(k)cos(kr), so that

tan δ₀ = −kA(k),  A(0) = A.

An attractive potential, V < 0, makes a decrease with r. The inner region enters through the starting value a(R), which is fixed by the logarithmic derivative of u at R. Because the inner region is finite, that derivative is analytic in k². The functions s and c at fixed R are even in k, so a(R) at wave number k differs from its zero-energy value by O(k²). This requires u′(R) ≠ 0 at zero energy. It holds for R large enough, because u′ → 1 when A is finite.

Call the zero-energy running length a₀(r), not to be confused with the unit a₀, which appears only after numbers. For the r⁻⁴ tail, equation (1) at k = 0 reads

a₀′ = −α(r − a₀)²/r⁴.

For large r the right side is −α/r² + 2αA/r³ + O(r⁻⁴). Integrating inward from infinity gives

a₀(r) = A + α/r − αA/r² + O(r⁻³).

The approach to A is slow: the part of the tail beyond r still has to lower the scattering length by α/r. At wave number k this last part is not gathered in full, because sin(kr)/k stops growing at r ≈ 1/k. One expects A(k) to lie above A by an amount of order αk. The coefficient follows from subtracting the zero-energy equation from (1).

Let b = a − a₀ be the difference between the running lengths at k and at zero energy. Inserting a = a₀ + b in (1) and integrating from R to infinity gives

A(k) − A = b(R) + α∫ dr r⁻⁴[(r − a₀)² − (s − a₀c)²] + α∫ dr r⁻⁴[2bc(s − a₀c) − b²c²].     (2)

The first integrand, without its factor α/r⁴, can be expanded:

(r² − s²) − 2a₀(r − sc) + a₀²(1 − c²).     (3)

The first term of (3) gives, with x = kr,

α∫ dr (r² − s²)/r⁴ = αk∫ dx (x² − sin²x)/x⁴,

where x runs from kR to infinity. Near x = 0 the integrand tends to 1/3, so moving the lower limit to zero changes the result by O(k²). The integral from zero to infinity is done by parts. With g = x² − sin²x one has g′ = 2x − sin 2x and g″ = 4sin²x. Since g behaves as x⁴/3 near zero, all boundary terms vanish:

∫ g/x⁴ dx = (1/3)∫ g′/x³ dx = (1/6)∫ g″/x² dx = (2/3)∫ sin²x/x² dx.

One more integration by parts turns ∫ sin²x/x² dx into ∫ sin(2x)/x dx, which equals ∫ sin(y)/y dy. Writing 1/y = ∫ exp(−yt) dt and integrating over y first leaves ∫ dt/(1 + t²) = π/2. The result is (2/3)(π/2) = π/3, and the first term of (3) contributes παk/3 + O(k²).

In the second term replace a₀ by A for the moment. Since sc = sin(2kr)/(2k), it gives

−2αA∫ dr (r − sc)/r⁴ = −αAk²∫ dx (2x − sin 2x)/x⁴.

For small x the numerator is 4x³/3, so the integrand is 4/(3x) and the lower limit kR produces a logarithm. The integral is −(4/3)ln(kR) plus a constant, up to terms that vanish with k. The contribution is therefore +(4/3)αAk² ln k + O(k²). The logarithm collects equal amounts from every octave of distance between R and 1/k.

The other pieces are O(k²). Replacing a₀ by A made an error O(1/r) in a₀. For r < 1/k it is multiplied by (r − sc)/r⁴ = O(k²/r), so the integrand is O(k²/r²) and its integral O(k²); the region beyond 1/k adds O(k³). The third term of (3) is a₀² sin²(kr), which after division by r⁴ is again O(k²/r²) inside 1/k, with the same result.

There remains the last integral in (2), for which a bound on b is needed. The first bracket in (2) is a difference of squares. For r < 1/k one factor is O(k²r³) and the other O(r), so after division by r⁴ it is O(k²). For r > 1/k it is O(r⁻²). Integrated from R up to r, it gives at most a constant times the smaller of k²r and k. Call this bound B(r); b(R) = O(k²) can be included in it. As long as |b| < 1, the last bracket in (2), divided by r⁴, is at most C|b|/r³ with some constant C. Then

|b(r)| ≤ B(r) + C∫ dx |b(x)|/x³,

with x from R to r. Since B does not decrease and 1/x³ is integrable, iterating this inequality gives |b(r)| ≤ B(r) exp(C∫ dx/x³). Thus b has the size of B, it is O(k) at most, and for small k it never reaches 1. Put into the last integral of (2), this gives an integrand O(k²/r²) inside 1/k and O(k/r³) outside, in total O(k²). A potential term in r⁻⁶ contributes through r² − s² = O(k²r⁴), again O(k²/r²) inside 1/k, so it does not alter the terms found. Therefore

tan δ₀ = −k[A + παk/3 + (4/3)αAk² ln k + O(k²)].     (4)

For a potential of finite range the bracket would contain even powers of k alone. The linear term comes from distances of order 1/k, and its coefficient contains no property of the atom except α. The unit chosen for k in the logarithm is immaterial, since a change of unit adds a term proportional to k².

For l ≥ 1 replace sin(kr) and cos(kr) by j = kr j_l(kr) and n = −kr y_l(kr), where j_l and y_l are spherical Bessel functions. They satisfy j′n − jn′ = k. Write u = N(j + tn) and u′ = N(j′ + tn′), so that t(r) tends to tan δ_l. As before,

nu′ − n′u = kN,  ju′ − j′u = −kNt.

Differentiation gives kN′ = 2Vnu and k(Nt)′ = −2Vju, and therefore

t′ = −(2V/k)(j + tn)² = [α/(kr⁴)](j + tn)².     (5)

At first order t is dropped on the right. With x = kr, and with the lower limit moved to zero,

tan δ_l ≈ αk²∫ j_l(x)²/x² dx.

This integral can be found from two identities. Let f = xj_l and q = f². With λ = l(l+1), f″ = (λ/x² − 1)f, and differentiating q three times gives

q‴ = 4(λ/x² − 1)q′ − 4λq/x³.

Multiply by 1/x and integrate from zero to infinity. For l ≥ 1, q vanishes at least as x⁴ at the origin and is bounded at infinity, so the boundary terms vanish. With M_p = ∫ q/xᵖ dx the three terms become

6M₄ = (12λM₄ − 4M₂) − 4λM₄,  so that  M₄ = 2M₂/(4λ − 3).

Here 4λ − 3 = (2l+3)(2l−1), and M₄ is the integral wanted. For M₂ = ∫ j_l² dx use the relations xj_l′ = xj_{l−1} − (l+1)j_l and xj_{l−1}′ = (l−1)j_{l−1} − xj_l. They give

d/dx[x(j_l² + j_{l−1}²)] = (2l−1)j_{l−1}² − (2l+1)j_l².

The left side integrates to zero. Thus (2l+1)∫ j_l² dx has the same value for every l, namely that for l = 0, ∫ sin²x/x² dx = π/2. Hence M₂ = π/[2(2l+1)], and

tan δ_l = παk²/[(2l+3)(2l+1)(2l−1)] + corrections,  l ≥ 1.     (6)

The corrections follow from counting powers. The inner region supplies t(R) = O(k^(2l+1)), because j and n behave as (kr)^(l+1) and (kr)^(−l). An exception is a zero-energy resonance in the wave considered, which must be excluded. For l = 1 the moved lower limit changes the result by −αk³R/9, of the same order as t(R). At the next order, (5) contains 2tjn with jn ≈ kr/(2l+1) inside 1/k, while t there is of order αk^(2l+1)r^(2l−1). The resulting integral is O(k³) for l = 1 and O(k⁴) for l ≥ 2. An r⁻⁶ potential gives the same powers. So the correction to (6) is O(k³) for l = 1 and O(k⁴) for higher waves. Physically, the centrifugal barrier keeps slow electrons of l ≥ 1 at distances where the tail is all they meet.

Formula (6) does not give the leading term for l = 0. Put l = 0 in it and the result is −παk²/3, which is the second term of tan δ₀ in (4), after −kA.

A potential with a closed solution permits a check. Let V = −α/[2(r² + d²)²], whose tail has the assumed form. At zero energy put r = d tan θ and u = w(θ)/cos θ. Then u″ = (w″ + w)cos³θ/d², with primes on w denoting derivatives in θ, and the radial equation becomes

w″ + β²w = 0,  β² = 1 + α/d².

The regular solution is w = sin βθ. For large r, θ ≈ π/2 − d/r and 1/cos θ ≈ r/d, so u is proportional to r − βd cot(πβ/2), and A = βd cot(πβ/2).

For α = 1 and β = 3.5 this gives A = −1.0435. Direct integration of the radial equation at k = 0.002 gives A(k) = −1.04137. In formula (4) the linear and logarithmic terms together add 0.00213 to A, so without its remainder the formula gives −1.04350 + 0.00213 = −1.04137, which agrees to the digits kept. A sharper test divides the difference by k²: the quotient is −0.309 at k = 0.002 and −0.312 at k = 0.004, nearly constant, which is consistent with an O(k²) remainder. Without the logarithm it would have changed by a further 0.96. At k = 0.005 the ratios of tan δ_l to (6) are 1.002, 1.000 and 1.000 for l = 1, 2 and 3.

The polarization tail adds to the s wave a term linear in k that depends on the atom only through α, as (4) shows, and it gives the leading phase shifts (6) of all higher waves. It remains to find what these phases do to the cross section, and whether they account for the minimum in argon.
